# How Large Is Near-Field Radiation across a Micrometre Package Gap?

**Question.** Two flat silicon surfaces in a package at 300 K face each other across a narrow gap. How narrow must the gap be before heat radiation exceeds its far-field value, how large does it become, and does it matter beside the other heat paths?

**Answer.**

## The length scale

A photon of energy $\hbar\omega=k_BT$ has the reduced wavelength (wavelength over $2\pi$)

$$L=\frac{c}{\omega}=\frac{\hbar c}{k_BT}=7.63\ \mu\text{m}\quad\text{at 300 K}.$$

This is the thermal photon length. It sets a scale, and the size of the effect at a given gap has to be calculated.

Take two thick bodies with the same real, constant index $n$, separated by a vacuum gap $d$, with a small temperature difference. An electromagnetic mode holds the mean thermal energy $\Theta=\hbar\omega/(e^x-1)$, where $x=\hbar\omega/k_BT$. The zero-point part is left out because it does not depend on temperature. At fixed $\omega$, $dx/dT=-x/T$, so

$$\frac{\partial\Theta}{\partial T}=\hbar\omega\,\frac{e^x}{(e^x-1)^2}\,\frac{x}{T}=k_B\frac{x^2e^x}{(e^x-1)^2}.$$

Label the modes by their wavevector $k$ along the surface. A mode travels toward the gap with normal velocity $\partial\omega/\partial k_z$, and $(dk_z/2\pi)(\partial\omega/\partial k_z)=d\omega/2\pi$. If a fraction $\mathcal T$ crosses, the same in both directions, the heat flow per area and per kelvin is

$$h=\sum_{\rm pol}\int\frac{d\omega}{2\pi}\int\frac{k\,dk}{2\pi}\,\frac{\partial\Theta}{\partial T}\,\mathcal T .$$

Now put $k=s\omega/c$ and $\omega=xk_BT/\hbar$. Then $k\,dk=(\omega/c)^2s\,ds$, and

$$h=\frac{k_B^4T^3}{4\pi^2c^2\hbar^3}\int_0^\infty dx\,\frac{x^4e^x}{(e^x-1)^2}\sum_{\rm pol}\int s\,ds\,\mathcal T .$$

Integration by parts gives $\int x^4e^x/(e^x-1)^2dx=4\int x^3/(e^x-1)\,dx=4\pi^4/15$. With $\sigma=\pi^2k_B^4/(60\hbar^3c^2)$ this becomes

$$\frac{h}{4\sigma T^3}=\int_0^\infty w(x)\,dx\sum_{\rm pol}\int s\,ds\,\mathcal T,\qquad w=\frac{15}{4\pi^4}\frac{x^4e^x}{(e^x-1)^2},$$

where $w$ integrates to one. Blackbodies far apart have $\mathcal T=1$ for $s<1$ and zero beyond. Two polarizations times $\int_0^1s\,ds=1/2$ then give one, so $h=4\sigma T^3=6.12$ W/(m² K).

The mean of $x$ under $w$ is $\bar x=(15/4\pi^4)\cdot5\cdot24\,\zeta(5)=4.79$. In blackbody exchange, a photon with this mean $x$ has a reduced wavelength of $L/\bar x=1.59\ \mu$m, which is a full wavelength of 10 µm. This suggests that strong effects need gaps well below $L$.

## What crosses the gap

In units of $\omega/c$, the normal wavenumber is $q=\sqrt{n^2-s^2}$ in the bodies and $q_0=\sqrt{1-s^2}$ in the gap. Waves with $1<s<n$ travel in the bodies, but in the gap $q_0=i\gamma$ with $\gamma=\sqrt{s^2-1}$. They are totally reflected at a wide gap and tunnel through a narrow one.

Let $F$ be the tangential electric field for s polarization, or the tangential magnetic field for p polarization. Across a face, $F$ is continuous, and so is $F'$ (s) or $F'/\varepsilon$ (p). With time factor $e^{-i\omega t}$, each wave thus has an admittance: $Y=q$ (s) or $q/n^2$ (p) in the bodies, and $Y_0=q_0$ in the gap. Let $\xi=\omega d/c=xd/L$ and $\varphi=q_0\xi$. An incident wave of amplitude 1 produces a reflected wave $r$, gap waves $a$ and $b$, and a transmitted wave $t$. At the far face

$$ae^{i\varphi}+be^{-i\varphi}=t,\qquad Y_0(ae^{i\varphi}-be^{-i\varphi})=Yt,$$

so $a=\tfrac t2(1+Y/Y_0)e^{-i\varphi}$ and $b=\tfrac t2(1-Y/Y_0)e^{i\varphi}$. At the near face $1+r=a+b$ and $Y(1-r)=Y_0(a-b)$. Dividing the second by $Y$ and adding removes $r$:

$$2=(a+b)+\frac{Y_0}{Y}(a-b).$$

Inserting $a$ and $b$, with $Z=Y_0/Y$, gives

$$t=\frac{1}{\cos\varphi-\frac i2(Z+1/Z)\sin\varphi}.$$

The two bodies are alike, so for real $n$ the transmitted fraction is $\mathcal T=|t|^2$. For $s<1$, $Z$ is real and

$$\mathcal T=\frac1{1+\frac14(Z-1/Z)^2\sin^2\varphi}.$$

For $1<s<n$, write $Z=i\eta$ with $\eta$ real. Then $Z+1/Z=i(\eta-1/\eta)$, $\sin\varphi=i\sinh\gamma\xi$ and $\cos\varphi=\cosh\gamma\xi$. Using $\cosh^2=1+\sinh^2$,

$$\mathcal T=\frac1{1+\frac14(\eta+1/\eta)^2\sinh^2\gamma\xi}.$$

## Scaling and limits

The gap enters only through $xd/L$. In this model, then, $h/(4\sigma T^3)$ is a function of $n$ and $d/L$ alone. Doubling $T$ and halving $d$ leaves the ratio unchanged and multiplies $h$ by eight.

**Closed gap.** As $d\to0$, $\mathcal T\to1$ for all $s<n$. The integral is $2\int_0^ns\,ds=n^2$. For $n=3.42$, a model index chosen near silicon's infrared value of about 3.4, the ratio is 11.7 and $h=71.6$ W/(m² K).

**Wide gap.** Tunnelling vanishes, and $\varphi$ sweeps through many cycles over the thermal spectrum. With $A=\frac14(Z-1/Z)^2$ and $u=\tan\varphi$, the phase average is

$$\frac1\pi\int_{-\infty}^{\infty}\frac{du}{1+(1+A)u^2}=\frac1{\sqrt{1+A}}=\frac{2Z}{1+Z^2}.$$

Integrated over $s$ and summed over polarizations, this gives 0.550, or 3.37 W/(m² K). Reflection keeps the value below that of a blackbody.

**The tunnelling gap by hand.** Since $s\,ds=\gamma\,d\gamma$, the values of $\gamma^2$ are spread evenly from 0 to $n^2-1$, with mean $(n^2-1)/2=5.35$. A typical $\gamma$ is thus 2.31. Setting the exponent of the intensity decay, $2\gamma\bar xd/L$, to one gives

$$d^*=\frac{7.63\ \mu\text{m}}{2(4.79)(2.31)}\approx0.34\ \mu\text{m}.$$

The full integral reaches half of its maximum tunnelling part, $(n^2-1)/2$, at 0.345 µm. The agreement is closer than an estimate with one typical photon deserves.

The integrated values at 300 K are:

| Gap (µm) | Propagating ratio | Tunnelling ratio | $h$ (W/(m² K)) |
|---|---|---|---|
| 10 | 0.544 | 0.043 | 3.59 |
| 3 | 0.472 | 0.418 | 5.45 |
| 1 | 0.692 | 2.200 | 17.7 |
| 0.3 | 0.939 | 5.736 | 40.9 |
| 0.1 | 0.992 | 8.176 | 56.1 |

The coefficient is 10% above its far-field value at 8.0 µm, close to $L$. It passes the blackbody value at 2.6 µm. So $L$ marks a modest onset, and the large increase comes at about a micrometre and below.

The propagating part dips at 3 µm. There a photon with $x=\bar x$ at normal incidence has $\varphi=4.79\times3/7.63=1.88$, not far from $\pi/2$, where $\mathcal T$ is smallest. For $s<1$ the gap enters $\mathcal T$ only through $\sin^2\varphi$, so the dip is an interference effect.

## A 1 µm vacuum gap

Let a silicon device of area 1 cm² face its cap across 1 µm, with a temperature difference of 10 K centred on 300 K. The ratio is $0.692+2.200=2.892$, so

$$h=2.892\times6.124=17.7\ \text{W/(m}^2\,\text{K)},$$

which is 5.3 times the far-field value. The heat flow is

$$17.7\times10^{-4}\times10\ \text{W}=17.7\ \text{mW}.$$

An independent sum over modes, built from repeated Fresnel reflections in the gap, also gives 17.7 W/(m² K). At 400 K and the same gap, $h$ rises to 30.9 W/(m² K). This is a factor of 1.75, less than the $T^3$ factor of 2.37, because $L$ has shrunk while $d$ has not.

## Bodies that absorb

A body must absorb in order to emit, so a real $n$ is an idealization. With complex $\varepsilon$, thermal currents have a strength proportional to the local absorption, $\operatorname{Im}\varepsilon$. For s polarization, a unit source sheet launches a wave of amplitude $i/(2q)$, which reaches the other body multiplied by $t$. Emission and absorption each contribute a sum over depth,

$$\int_0^\infty\operatorname{Im}\varepsilon\,e^{-2z\operatorname{Im}q}\,dz=\frac{\operatorname{Im}\varepsilon}{2\operatorname{Im}q}=\operatorname{Re}q,$$

because $\operatorname{Im}\varepsilon=\operatorname{Im}q^2=2\operatorname{Re}q\operatorname{Im}q$. Hence $\mathcal T=C|t|^2(\operatorname{Re}q)^2/(4|q|^2)$, and the lossless limit $\mathcal T=|t|^2$ fixes $C=4$.

For p polarization the launched amplitude is $i\varepsilon/(2q)=i/(2Y)$, with $Y=q/\varepsilon$. Currents along and normal to the surface couple through $q/\varepsilon$ and $s/\varepsilon$, so each depth sum is

$$\frac{\operatorname{Im}\varepsilon\,(|q|^2+s^2)}{2\operatorname{Im}q\,|\varepsilon|^2}=\frac{\operatorname{Re}q\,(|q|^2+s^2)}{|\varepsilon|^2}=\operatorname{Re}\frac q\varepsilon .$$

The last step uses $\varepsilon^*=q^{*2}+s^2$. Both polarizations therefore obey

$$\mathcal T=|t|^2\left(\frac{\operatorname{Re}Y}{|Y|}\right)^2 .$$

Now $s$ is no longer cut off at $n$. For very large $s$ in p polarization, $q\to is$ and $Z\to\varepsilon$, so at a given frequency $\mathcal T$ depends on the gap only through $s\xi$. Then $\int s\,ds\,\mathcal T\propto\xi^{-2}$, and this part of $h$ grows as $1/d^2$. The value $n^2$ is not a ceiling for absorbing bodies.

Rough parameters show the size of the change. For silicon with $10^{19}$ carriers per cm³, treated as free carriers of mass $0.27\,m_e$ and mobility 100 cm²/(V s), $h$ is about 14 W/(m² K) at 1 µm and 160 W/(m² K) at 0.1 µm. For thick silica, whose lattice vibrations resonate in the infrared, the values are about 13 and 220 W/(m² K). Silica gains a factor of 17 for a tenfold smaller gap, whereas a pure $1/d^2$ law would give 100. That law therefore does not hold over the whole of this range, though it may be approached at the narrow end.

## The competing heat paths

Gas molecules strike a surface at the rate $p/\sqrt{2\pi mk_BT}$ per area. Fast molecules cross more often, so a crossing molecule carries $k_BT$ from its normal motion, plus $k_BT$ from the two transverse motions and $k_BT$ from the rotation of a diatomic molecule. If molecules leave each wall at its temperature and collisions in the gap are rare,

$$h_{\rm gas}=\frac{3k_Bp}{\sqrt{2\pi mk_BT}}.$$

For nitrogen at 1 mTorr this is 0.16 W/(m² K), about 1% of the radiation at 1 µm. The two are equal at 0.11 Torr. At 760 Torr the formula gives $1.21\times10^5$ W/(m² K), but collisions now matter. Adding the resistance $d/\kappa$ of air in series, with $\kappa=0.026$ W/(m K), is an interpolation that gives $2.1\times10^4$ W/(m² K), about 1200 times the radiation.

Solid supports compete as well. Posts covering a fraction $f$ of the area conduct $\kappa f/d$. For silica with $\kappa=1.4$ W/(m K), they match the radiation at

$$f=\frac{17.7\times10^{-6}}{1.4}=1.3\times10^{-5},$$

or a total of about 36 µm by 36 µm on the 1 cm² device. This counts only the resistance of the posts themselves. Heat must also spread out in the silicon at both ends, so a single post would need roughly 40% more area in silicon of conductivity 150 W/(m K), and about twice the area at half that conductivity; for many small, well-separated posts the correction is minor.

## The real case

The example corresponds to a vacuum-sealed silicon microdevice, where gaps of about a micrometre occur. One assumption to check is a uniform gap: in the table $h$ falls from 17.7 to 5.45 W/(m² K) between 1 and 3 µm, so bow or tilt of the faces matters. Another is opacity. In the heavily doped model the absorption length is 4.6 µm at $x=\bar x$, so a chip hundreds of micrometres thick is opaque, and $h$ at 1 µm falls by about a fifth from the constant-index value. This depends strongly on the doping: with $10^{20}$ carriers per cm³ and mobility 65 cm²/(V s) the same model gives only about 5 W/(m² K), below the blackbody value. With $10^{15}$ carriers per cm³, the same simple carrier model gives a length of 66 cm. Carrier absorption in real silicon can be several times stronger, and lattice absorption, omitted here, shortens the length further, but a thin chip may still be partly transparent; whatever lies behind it then takes part in the exchange, and the half-space result does not apply. An oxide film much thinner than the gap should not be given the thick-silica value either.

Near-field radiation thus deserves a place in the heat budget of a micrometre gap when the gap is evacuated well below 0.1 Torr, the facing bodies are opaque in the infrared without being highly reflecting, and the supports conduct very little. A metal coating is opaque too, but it can reduce the exchange across such a gap to a small fraction of the silicon value: a free-electron model of two gold faces gives about 0.2 W/(m² K) at 1 µm. This does not carry over to much narrower gaps; at 0.1 µm the same model gives about 70 W/(m² K), nearly all from s-polarized tunnelling. In an air-filled gap of the same width the enhancement is still present, but conduction hides it. The numerical output gives the remaining values.

## Numbers as computed

```
Temperature: 300 K; silicon index (rough): 3.42
Thermal photon length L: 7.633 um
Thermal energy kB T: 25.85 meV
Mean x of heat weight: 4.790
Wavelength at mean x: 10.01 um
Reduced wavelength at mean x: 1.59 um
Blackbody coefficient 4 sigma T^3: 6.124 W/(m2 K)
Far-field ratio: 0.550; h: 3.37 W/(m2 K)
Closed-gap ratio n^2: 11.70; h: 71.6 W/(m2 K)
Gap (um) | propagating ratio | tunnelling ratio | h (W/(m2 K))
 10.00 | 0.544 | 0.043 | 3.59
  3.00 | 0.472 | 0.418 | 5.45
  1.00 | 0.692 | 2.200 | 17.71
  0.30 | 0.939 | 5.736 | 40.88
  0.10 | 0.992 | 8.176 | 56.14
  0.01 | 1.000 | 10.458 | 70.17
Gap where h is 10% above far field: 8.02 um
Gap where h equals blackbody value: 2.63 um
Gap where tunnelling equals propagating: 2.79 um
Gap of half maximum tunnelling: 0.345 um
Hand estimate of tunnelling gap: 0.345 um
Example gap: 1 um; area: 1 cm2; difference: 10 K
Example h: 17.71 W/(m2 K); over far field: 5.26
Same h by repeated reflections: 17.71 W/(m2 K)
Example heat flow: 17.71 mW
Example h at 400 K: 30.94 W/(m2 K)
Doped silicon (rough): 1e19 cm^-3, 100 cm2/Vs, mass 0.27 m_e
Gap 1 um: doped silicon h 13.9, thick silica h 12.7 W/(m2 K)
Gap 0.1 um: doped silicon h 159.1, thick silica h 219.8 W/(m2 K)
Absorption length, doped: 4.58 um
Carrier absorption length, 1e15 cm^-3 and 1400 cm2/Vs: 66 cm
Air conductivity: 0.026 W/(m K); silica: 1.4 W/(m K)
Free-molecular limit at 760 Torr: 1.21e+05 W/(m2 K)
Gas h at 760 Torr, 1 um gap: 2.14e+04 W/(m2 K)
Gas h over radiation at 760 Torr: 1208
Gas h at 1 mTorr: 0.159 W/(m2 K)
Pressure where gas equals radiation: 0.112 Torr
Silica post area fraction equal to radiation: 1.27e-05
```
